# Depolarizing Fields of Normal Dipoles on Square and Triangular Lattices

## Problem

Identical point dipoles stand upright on the sites of a flat, infinite, perfect lattice in vacuum. Each has the moment $p$ along the normal $z$, and there are $n$ sites per unit area. The field that all the other dipoles produce at one site opposes $p$ and is called here the depolarizing field. It is a local field at a point, not an average over a film.

(a) How does this field depend on $n$ and $p$, and how large is it roughly?

(b) At equal $n$ and equal $p$, is it weaker on the square or on the triangular lattice, and by what fraction?

(c) What becomes of the difference if the dipoles are polarizable?

(d) Evaluate the fields for $n=0.04$ Å$^{-2}$ and $p=0.2$ e·Å, and judge whether the difference would matter in a polar monolayer on a low-k dielectric.

The algebra is in atomic units, where $4\pi\varepsilon_0=1$.

## First estimate by scaling

A dipole $\mathbf p$ at the origin has the potential $\phi=\mathbf p\cdot\mathbf r/r^3$. With $r^2=\rho^2+z^2$,

$$E_z=-\frac{\partial\phi}{\partial z}=-\frac{p_z}{r^3}+\frac{3z\,\mathbf p\cdot\mathbf r}{r^5}.$$

In the plane of the lattice $z=0$, so the second term vanishes and $E_z=-p_z/\rho^3$. In-plane components of a moment do not contribute to $E_z$ there.

Measure distances in units of $n^{-1/2}$ by writing $\boldsymbol\rho=\mathbf s/\sqrt n$. The vectors $\mathbf s$ form a lattice of unit cell area, and

$$E_z=-S\,n^{3/2}p,\qquad S=\sum_{\mathbf s\neq0}\frac1{s^3}.$$

The sum converges absolutely, because the number of sites in a ring grows as $s\,ds$ and $\int ds/s^2$ converges at large $s$. Scaling thus fixes everything except the pure number $S$.

To estimate $S$, smear the other dipoles uniformly over the plane outside a disc that has the area of one cell, $\pi s_0^2=1$:

$$S\approx\int_{s_0}^{\infty}\frac{2\pi s\,ds}{s^3}=\frac{2\pi}{s_0}=2\pi^{3/2}\approx11.1 .$$

This answers (a) roughly, but it gives the same value for every lattice and says nothing about (b).

Nearest neighbours alone do not settle (b) either. The square lattice has four at $s=1$, which contribute 4. The unit-area triangular lattice has spacing $a$ with $\tfrac{\sqrt3}{2}a^2=1$, so its six neighbours lie at $s^2=2/\sqrt3=1.1547$ and contribute $6/1.1547^{3/2}\approx4.84$. This suggests a stronger triangular field, but more distant sites supply about half of each sum. The whole sum is needed.

## Exact solution

**Integral form.** For $s>0$,

$$\int_0^\infty t^{1/2}e^{-\pi ts^2}dt=\frac{\Gamma(3/2)}{(\pi s^2)^{3/2}}=\frac{\sqrt\pi/2}{\pi^{3/2}s^3}=\frac1{2\pi s^3}.$$

All terms are positive, so sum and integral may be exchanged. With $\Theta(t)=\sum_{\mathbf s}e^{-\pi ts^2}$, origin included,

$$S=2\pi\int_0^\infty t^{1/2}\,[\Theta(t)-1]\,dt .$$

**Symmetry of $\Theta$.** The function $F(\mathbf x)=\sum_{\mathbf s}e^{-\pi t|\mathbf x+\mathbf s|^2}$ has the periods of the lattice. Its Fourier series runs over the dual vectors $\mathbf k$, for which every $\mathbf k\cdot\mathbf s$ is an integer. Since the cell area is 1, the coefficients are

$$\int e^{-\pi ts^2}e^{-2\pi i\mathbf k\cdot\mathbf s}\,d^2s=\frac1t\,e^{-\pi k^2/t}.$$

Setting $\mathbf x=0$ gives $\Theta(t)=t^{-1}\sum_{\mathbf k}e^{-\pi k^2/t}$.

The dual lattice is the original one turned by 90°. To see this, let $R(x,y)=(-y,x)$ and order the basis so that $a_{1x}a_{2y}-a_{1y}a_{2x}=1$. The vectors $\mathbf b_1=-R\mathbf a_2$ and $\mathbf b_2=R\mathbf a_1$ satisfy $\mathbf a_i\cdot\mathbf b_j=\delta_{ij}$, so they span the dual lattice. It therefore has the same set of lengths, and

$$\Theta(1/t)=t\,\Theta(t).$$

**Splitting the integral.** In the part from 0 to 1 put $t=1/u$, $dt=-du/u^2$:

$$\int_0^1t^{1/2}[\Theta(t)-1]dt=\int_1^\infty u^{-5/2}[u\Theta(u)-1]du.$$

Now write $u\Theta-1=u(\Theta-1)+(u-1)$. The last bracket integrates to

$$\int_1^\infty(u^{-3/2}-u^{-5/2})\,du=2-\frac23=\frac43 .$$

Adding the part from 1 to infinity gives

$$S=2\pi\Big[\frac43+\sum_{\mathbf s\ne0}g(\pi s^2)\Big],\qquad g(x)=\int_1^\infty(t^{1/2}+t^{-3/2})e^{-xt}dt .$$

**Closed form of $g$.** Let $J=\int_1^\infty t^{-1/2}e^{-xt}dt$. The substitution $t=v^2/x$ gives $J=\sqrt{\pi/x}\,\mathrm{erfc}\sqrt x$. Integration by parts gives

$$\int_1^\infty t^{1/2}e^{-xt}dt=\frac{e^{-x}}x+\frac J{2x},\qquad \int_1^\infty t^{-3/2}e^{-xt}dt=2e^{-x}-2xJ,$$

and therefore

$$g(x)=e^{-x}\Big(2+\frac1x\Big)+\sqrt\pi\,\mathrm{erfc}(\sqrt x)\Big(\frac1{2x^{3/2}}-2\sqrt x\Big).$$

**Numbers.** The part $8\pi/3=8.37758$ is common to all lattices. The shells add:

- Square: four sites at $s^2=1$ give 0.102153, four at $s^2=2$ give 0.002257, and four at $s^2=4$ give 0.000002. The sum is 0.104412.
- Triangular: six sites at $s^2=1.1547$ give 0.081971 and six at $s^2=3.4641$ give 0.000020. The third shell is below $10^{-6}$. The sum is 0.081991.

The omitted shells can be bounded. For $t\ge1$ we have $t^{1/2}\le t$ and $t^{-3/2}\le1$, so $g(x)\le e^{-x}(2/x+1/x^2)$. Let $x_4$ belong to the first omitted shell. Writing $e^{-x}=e^{-3x/4}e^{-x/4}$ and keeping the second factor for the sum, which is at most $\Theta(1/4)-1=4\Theta(4)-1$, bounds the remainder by

$$\Big(\frac2{x_4}+\frac1{x_4^2}\Big)e^{-3x_4/4}\,[4\Theta(4)-1].$$

This is $3.0\times10^{-6}$ for the square lattice and far less for the triangular one. Hence

$$S_\square=8.37758+2\pi(0.104412)=9.0336,\qquad S_\triangle=8.37758+2\pi(0.081991)=8.8927,$$

$$1-\frac{S_\triangle}{S_\square}=1-0.98440=1.56\ \text{percent}.$$

The triangular field is the weaker one, by about 1.6 percent. Direct summation over a disc of radius near 600 in scaled units, with a continuum tail beyond it, agrees with both values of $S$ to better than $10^{-6}$; the residue varies with the number of sites at the rim.

**Equal density, not equal spacing.** At equal nearest-neighbour distance the triangular lattice is denser, and its field is 1.22 times the square one. Even at nearly equal density care is needed: since the field grows as $n^{3/2}$, a triangular density higher by $(S_\square/S_\triangle)^{2/3}-1=1.05$ percent cancels the difference.

**Polarizable dipoles.** Let each site have a permanent moment $p_0$ and a polarizability $\alpha$ along the normal. In the uniform state all moments are equal, and $p=p_0+\alpha E_z=p_0-\alpha Sn^{3/2}p$, so

$$p=\frac{p_0}{1+\alpha Sn^{3/2}},\qquad |E_z|=\frac{Sn^{3/2}p_0}{1+\alpha Sn^{3/2}} .$$

The fractional difference at equal $p_0$ becomes

$$1-\frac{S_\triangle(1+\alpha n^{3/2}S_\square)}{S_\square(1+\alpha n^{3/2}S_\triangle)}=\frac{1-S_\triangle/S_\square}{1+\alpha n^{3/2}S_\triangle}.$$

The lattice with the larger $S$ also reduces its moments more. Polarizability therefore shrinks the difference, but does not remove it within the range where the formula applies. A numerical search over all wave vectors shows that, for a response along the normal only, the uniform state is stable only up to $\alpha n^{3/2}\approx0.38$ on the square lattice and $0.53$ on the triangular one; beyond that, moments that vary from site to site lower the energy. At the first of these bounds the difference is still about 0.36 percent. If the sites are equally polarizable in the plane, the uniform state becomes unstable earlier, near 0.20 on the square lattice and 0.22 on the triangular one.

## Comparison of the two

The smeared estimate, 11.1, has the right scaling but exceeds $S_\square$ by 23 percent and $S_\triangle$ by 25 percent. The excess has the expected sign: in the plane $\nabla^2s^{-3}=9s^{-5}>0$, so to leading order spreading a dipole evenly about its site raises its contribution. An error of this size hides a difference of 1.6 percent.

The nearest-neighbour count gets the sign of the difference wrong. Beyond the first shell the square lattice still has $9.03-4=5.03$ to add, the triangular one $8.893-4.836=4.057$. This outweighs the triangular lead of 0.84 in the first shell.

## Worked example and the real case

Here $n^{3/2}=0.008$ Å$^{-3}$, and the spacings are 5.00 Å (square) and 5.37 Å (triangular). With $e/(4\pi\varepsilon_0)=14.40$ V·Å,

$$|E_\square|=14.40\times0.2\times9.034\times0.008=0.208\ \text{V/Å}=20.8\ \text{MV/cm}.$$

The triangular value is 20.5 MV/cm, lower by 0.325 MV/cm. These are local fields at a dipole site, not fields across the dielectric film, and they are not to be compared with its breakdown strength. The interaction energy per site, $\tfrac12p|E_z|$, is 0.0208 eV on the square lattice and $3.2\times10^{-4}$ eV less on the triangular one. At 300 K, $kT=0.0259$ eV.

The parameters are round values chosen for illustration: four molecules per square nanometre, each with a moment of about 1 debye. A real monolayer on a dielectric is not a perfect lattice of rigid point dipoles in vacuum. The following estimates restore one neglected effect at a time, with density and permanent moment held fixed. Each gives the change of the square-lattice field, then the remaining difference between the lattices.

- Polarizability volume 3 Å$^3$: −17.8 percent; 1.29 percent.
- Charges $\pm q$ separated by 1 Å, field taken midway between them: −0.8 percent; 1.51 percent. At the charges themselves the figures are −3.2 and 1.38 percent.
- Image dipoles, each site's own included, in a substrate of $k=3$ lying 2.5 Å below: −1.8 percent; 1.44 percent. The substrate is treated as a continuum, which is crude at this distance, and the change depends steeply on the height: −6.9 percent at 2.0 Å and −0.5 percent at 3.0 Å, with differences of 1.41 and 1.50 percent.
- Common tilt of 20°, which multiplies $p_z$ by $\cos20°$: −6.0 percent; 1.56 percent.
- Centre of an isolated domain of radius $R=100$ Å with no dipoles outside it, so that the tail $2\pi np/R$ is missing: −3.5 percent; about 1.6 percent (1.62 from the continuum tail, 1.58 to 1.66 from discrete sums with $R$ between 95 and 105 Å). If other domains of the same density surround it, the tail is present and the field is almost unchanged.
- Independent in-plane displacements of 0.3 Å rms per component, mean field to leading order: +1.8 percent; 1.66 percent.

Most of these changes exceed 1.6 percent, but they are nearly common to both lattices, so with one effect at a time, and at these parameter values, the difference stays between about 1.3 and 1.7 percent. Other values can take it outside this range: by the formula above, a polarizability volume of 10 Å$^3$ leaves only 0.9 percent. So can effects acting together: polarizability and image dipoles combined leave about 1.2 percent. Variation from site to site is more serious. On the square lattice the displacements spread the local field by nearly 5 percent of its ideal value. For rigid moments, removing 5 percent of the dipoles at random from an otherwise unchanged lattice, which also lowers their density, reduces the mean by 5 percent and adds a spread of 5.2 percent.

In this model, then, the lattice type could not be read reliably from the field at a single site of a layer with both kinds of disorder. The difference could show in an average over many sites, provided that the two layers are closely matched in density, moment and tilt, in polarizability and disorder, and also in the size of isolated domains and in height above the substrate. A density mismatch of about 1 percent can already cancel it, and so can displacements of 0.3 Å rms per component that are present only in the triangular layer. The numerical output below lists the parameters and the effects taken one at a time.

## Table of computed values

```
LATTICE SUMS (unit cell area, dimensionless)
common part 8 pi/3 = 8.377580
square shell 1: s^2 = 1.0000, sites 4, g = 2.554e-02, sum = 0.102153
square shell 2: s^2 = 2.0000, sites 4, g = 5.643e-04, sum = 0.002257
square shell 3: s^2 = 4.0000, sites 4, g = 5.378e-07, sum = 0.000002
square all further shells: sum = 1.5e-07, upper bound = 3.0e-06
square S = 9.033622; direct sum minus S = 3.9e-08
triangular shell 1: s^2 = 1.1547, sites 6, g = 1.366e-02, sum = 0.081971
triangular shell 2: s^2 = 3.4641, sites 6, g = 3.331e-06, sum = 0.000020
triangular shell 3: s^2 = 4.6188, sites 6, g = 6.689e-08, sum = 0.000000
triangular all further shells: sum = 8.7e-12, upper bound = 1.3e-09
triangular S = 8.892745; direct sum minus S = 1.1e-07
ratio S_tri/S_sq = 0.984405
triangular field weaker by 1.559 percent
density excess that cancels the gap = 1.05 percent
field ratio tri/square at equal spacing = 1.2215
EXAMPLE
density = 0.04 1/angstrom^2, moment = 0.2 e angstrom
spacing: square 5.000, triangular 5.373 angstrom
square depolarizing field = 20.813 MV/cm = 0.20813 V/angstrom
triangular depolarizing field = 20.488 MV/cm = 0.20488 V/angstrom
field difference = 0.325 MV/cm
dipole energy per site, square = 0.02081 eV
energy difference per site = 3.25e-04 eV
kT at 300 K = 0.02585 eV
NEGLECTED EFFECTS, one at a time
polarizability volume 3.0 angstrom^3, dipole length 1.0 angstrom
height 2.5 angstrom, substrate k = 3.0, tilt 20.0 degrees
domain radius 100.0 angstrom, rms displacement 0.3 angstrom per component
polarizability: square field changes -17.82 percent, gap 1.29 percent
finite dipole length: square field changes -0.84 percent, gap 1.51 percent
substrate images: square field changes -1.81 percent, gap 1.44 percent
tilt: square field changes -6.03 percent, gap 1.56 percent
finite domain: square field changes -3.48 percent, gap 1.62 percent
positional disorder: square field changes +1.83 percent, gap 1.66 percent
site-to-site spread from displacements (square) = 4.6 percent
vacancies 5 percent: mean field -5.0 percent, spread 5.2 percent
applied field 1.0 MV/cm: bare induced moment = 0.00208 e angstrom, 1.04 percent of p
```
